# Systematic absences in diffraction: symmetry conditions, two worked groups, and exceptions, part 1

(Sections cited here and not found follow in the second part.)

## Systematic absences: centrings, glide planes and screw axes

### Two atoms related by a twofold screw

Take a cell with two identical spherical atoms of form factor $f$, one at fractional coordinates $(x,y,z)$ and one at $(-x,\,y+\tfrac12,\,-z)$. The second arises from the first by a half turn about $b$ and a shift of $b/2$, the screw $2_1$. Adding the two scattered waves gives

$$F(hkl)=f\,e^{2\pi i ky}\left[e^{2\pi i(hx+lz)}+(-1)^k\,e^{-2\pi i(hx+lz)}\right].\tag{1}$$

For odd $k$ the bracket is $2i\sin 2\pi(hx+lz)$. For general $h,l$ it vanishes only for special $x,z$. For $h=l=0$ it vanishes wherever the atoms are. Two things meet on the row $0k0$: the half turn $(h,k,l)\to(-h,k,-l)$ leaves these indices unchanged, and the shift contributes the phase $(-1)^k\neq1$. Every systematic absence has this origin, and neither spherical nor discrete atoms are needed for it.

### The transformation law

Fractional coordinates form a column $x$, Miller indices an integer row $h$, and $h\cdot x$ is their matrix product. Scattering is kinematic (each wave is scattered once) and scalar, so that one function $\rho(x)$, periodic under integer translations, fixes

$$F(h)=V\int_{\rm cell}\rho(x)\,e^{2\pi i\,h\cdot x}\,d^3x ,\tag{2}$$

with $V$ the cell volume. The density may be aspherical, thermally averaged, or complex, as with scalar dispersion corrections. A symmetry operation $g=(R,t)$ maps $x\to Rx+t$ and leaves the density unchanged, $\rho(Rx+t)=\rho(x)$. In a conventional cell both $R$ and $R^{-1}$ map integer vectors to integer vectors, so both are integer matrices; their determinants are integers with product 1, hence $\det R=\pm1$. Applying $g_2$ first and $g_1$ second gives

$$(R_1,t_1)(R_2,t_2)=(R_1R_2,\;R_1t_2+t_1).\tag{3}$$

Translations are counted modulo integers, which changes $h\cdot t$ by integers only. The operations then form a finite group $G$, in which a centring appears as an element $(I,t)$ with fractional $t$.

Substitute $x=Rx'+t$ in (2). The Jacobian is $|\det R|=1$. The substitution maps points that differ by integer vectors to such points, one to one, and the integrand is periodic, so $x'$ may again run over one cell:

$$F(h)=V\int\rho(Rx'+t)\,e^{2\pi i\,h\cdot(Rx'+t)}d^3x'=e^{2\pi i\,h\cdot t}\,V\int\rho(x')\,e^{2\pi i\,(hR)\cdot x'}d^3x' .$$

The second step used the invariance of $\rho$ and $h\cdot(Rx')=(hR)\cdot x'$. The last integral is $F(hR)$, so

$$F(hR)=F(h)\,e^{-2\pi i\,h\cdot t}.\tag{4}$$

The minus sign goes with the plus sign in (2), and $R$ multiplies the row $h$ from the right. Both details matter for the threefold screw $3_1$, $(-y,\,x-y,\,z+\tfrac13)$, where $hR=(k,\,-h-k,\,l)$ and $R$ is not an orthogonal matrix. For a random density with this symmetry the largest violation of (4) found by the program is $4.4\times10^{-15}$ in units of the rms $|F|$; it is 4.75 with the opposite sign and 4.10 with $R$ transposed.

### The absence theorem

If $hR=h$, equation (4) reads

$$F(h)\left[1-e^{-2\pi i\,h\cdot t}\right]=0,\tag{5}$$

so $F(h)=0$ whenever $h\cdot t$ is not an integer. This is a sufficient condition. That it is also necessary takes a separate argument.

**Theorem.** $F(h)=0$ for every $G$-invariant density if and only if some $(R,t)\in G$ has $hR=h$ and $h\cdot t\notin\mathbb Z$.

For the converse, let $S$ be the subgroup of operations with $hR=h$, and put $\chi(g)=e^{2\pi i\,h\cdot t}$ on $S$. By (3) and $hR_1=h$,

$$\chi(g_1g_2)=e^{2\pi i\,(hR_1\cdot t_2+h\cdot t_1)}=\chi(g_1)\chi(g_2).\tag{6}$$

Multiplication by a fixed $g_0\in S$ permutes $S$, so $\chi(g_0)\sum_S\chi=\sum_S\chi$. The sum therefore vanishes if any $\chi(g_0)\ne1$, and it equals $|S|$ if all $\chi=1$.

Now place identical spherical atoms at the images $Rx+t$ of one point $x$. The operations are isometries, so this density is invariant, and $F(h)=f\,\Gamma(h,x)$ with

$$\Gamma(h,x)=\sum_{g\in G}e^{2\pi i\,h\cdot(Rx+t)}.\tag{7}$$

Write each $g$ uniquely as $s\,g_j$, with $s\in S$ and $g_j$ one of $|G|/|S|$ coset representatives. By (3), $hR=hR_sR_j=hR_j$ and $h\cdot t=h\cdot(R_st_j+t_s)=h\cdot t_j+h\cdot t_s$, so the sum factorises:

$$\Gamma(h,x)=\Big(\sum_{s\in S}\chi(s)\Big)\sum_j e^{2\pi i\,h\cdot t_j}\,e^{2\pi i\,(hR_j)\cdot x}.\tag{8}$$

The rows $hR_j$ are all different, because $hR_i=hR_j$ means $hR_iR_j^{-1}=h$, which puts $g_ig_j^{-1}$ in $S$ and both in one coset. Plane waves with different integer rows are orthogonal over the cell, so in the average of $|\Gamma|^2$ over $x$ only the $|G|/|S|$ diagonal terms survive, each equal to one:

$$\langle|\Gamma|^2\rangle_x=\Big|\sum_S\chi\Big|^2\frac{|G|}{|S|}=\begin{cases}|G|\,|S| & \text{all }\chi=1,\\ 0&\text{otherwise.}\end{cases}\tag{9}$$

In the first case $\Gamma\neq0$ for some $x$, and an atom with $f\neq0$ at that $x$ gives $F(h)\ne0$. This completes the proof. Equation (9) also shows that an allowed reflection fixed by many operations is, averaged over atomic positions, stronger in proportion to $|S|$.

### Only the intrinsic translation counts

Let $n$ be the order of $R$, so $R^n=I$. Repeated use of (3) gives $g^n=(I,\sum_{m=0}^{n-1}R^mt)$. Define

$$t_{\rm int}=\frac1n\sum_{m=0}^{n-1}R^m t .\tag{10}$$

Multiplying by $R$ permutes the terms cyclically, so $Rt_{\rm int}=t_{\rm int}$: this vector lies along the axis or in the plane. Since $g^n$ is a pure translation of the group, $n\,t_{\rm int}$ is a lattice vector, centrings included. If $hR=h$ then $hR^m=h$, each of the $n$ terms gives $h\cdot t/n$, and

$$h\cdot t=h\cdot t_{\rm int}\qquad(hR=h).\tag{11}$$

The remainder only says where the element lies. With a new origin at $p$, $x'=x-p$, the operation becomes $x'\to R(x'+p)+t-p$, that is $t'=t+(R-I)p$. The remainder is $t-t_{\rm int}=\frac1n\sum_m(I-R^m)t$, and $I-R^m=(I-R)(I+R+\dots+R^{m-1})$, so $t-t_{\rm int}=(I-R)p_0$ for some $p_0$; the origin $p_0$ turns $t$ into $t_{\rm int}$. For any $p$, $h(R-I)p=0$ when $hR=h$, so absences do not depend on the origin. The mirror $(x,\,-y+\tfrac12,\,z)$, for example, has $t_{\rm int}=0$ and causes no absence.

### Integral, zonal and serial conditions

The rows with $h(R-I)=0$ form a space of dimension $3-\operatorname{rank}(R-I)$. A matrix of finite order is diagonalisable, so this is the multiplicity of the eigenvalue 1. A rotation by $\varphi\neq0$ has eigenvalues $1,e^{\pm i\varphi}$, and the dimension is 1. An improper operation has $-1,\,-e^{\pm i\varphi}$; here 1 occurs only for $\varphi=\pi$, twice, which is the reflection. The identity has dimension 3. Inversion, $\bar3$, $\bar4$ and $\bar6$ fix only $h=0$, where $h\cdot t=0$, and impose nothing by themselves. Below, $n$ in a condition denotes any integer, and the condition states which reflections may be present.

*Centrings* have $R=I$ and restrict all $hkl$ through $h\cdot t\in\mathbb Z$.

| type | $t$ | condition |
|---|---|---|
| A | $(0,\frac12,\frac12)$ | $k+l=2n$ |
| B | $(\frac12,0,\frac12)$ | $h+l=2n$ |
| C | $(\frac12,\frac12,0)$ | $h+k=2n$ |
| I | $(\frac12,\frac12,\frac12)$ | $h+k+l=2n$ |
| F | A, B and C | all even or all odd |
| R (obverse) | $(\frac23,\frac13,\frac13)$ | $-h+k+l=3n$ |

For F, $h+k$ and $h+l$ even force one parity on all three indices, and $k+l$ is then even too. For R, $(2h+k+l)/3=(-h+k+l)/3+h$, and the second centring $2t$ adds nothing. The allowed rows are those with an integer product with every lattice vector, so they are the reciprocal lattice of the true lattice and are closed under addition.

*Glide planes* normal to $b$ have $R=\operatorname{diag}(1,-1,1)$, so $hR=(h,-k,l)$ and the fixed rows are the zone $h0l$. Equation (10) gives $t_{\rm int}=(t_1,0,t_3)$ with $2t_{\rm int}$ a lattice vector, and the condition is $ht_1+lt_3\in\mathbb Z$:

$$a\,(\tfrac12,0,0):\ h=2n;\quad c\,(0,0,\tfrac12):\ l=2n;\quad n\,(\tfrac12,0,\tfrac12):\ h+l=2n;\quad d\,(\tfrac14,0,\tfrac14):\ h+l=4n.\tag{12}$$

The square of this $d$ glide is the centring $(\tfrac12,0,\tfrac12)$, so it exists only in a centred lattice. In physical terms, $F(h0l)$ is by (2) the Fourier coefficient of the projection $\bar\rho(x,z)=\int\rho\,dy$. The integral over $y$ does not see $y\to-y+t_2$, so $\bar\rho(x+t_1,z+t_3)=\bar\rho(x,z)$: the projection has a smaller cell than the crystal.

*Screw axes* $N_p$ along $c$ rotate $(x,y)$ by $2\pi/N$ and send $z\to z+p/N$. The fixed rows are $00l$, and the condition is $lp/N\in\mathbb Z$. With $d_0=\gcd(N,p)$, $N=d_0N'$ and $p=d_0p'$, the ratio is $lp'/N'$ with $p',N'$ coprime, so

$$00l:\quad l=\frac{N}{\gcd(N,p)}\,n .\tag{13}$$

Powers $g^m$ give $mlp/N$ and nothing new. Thus $2_1,4_2,6_3$ give $l=2n$; $3_1,3_2,6_2,6_4$ give $l=3n$; $4_1,4_3$ give $l=4n$; $6_1,6_5$ give $l=6n$. $N_p$ and $N_{N-p}$ share a condition, so absences cannot tell the hand of a screw. An inversion centre causes no absence of its own, although it can be implied by elements that do: in $P2_1/c$ below it is the product of the glide and the screw.

The program tests these rules without using (4). It symmetrises a random complex density on a $24^3$ grid, Fourier transforms it, and requires the zeros among all indices from $-7$ to $7$ to coincide with the theorem and with the rules above, every other amplitude being nonzero. The grid transform has period 24 in each index, and the limit 7 keeps $hR\equiv h$ modulo 24 from occurring without $hR=h$. This holds for 47 groups, each generated by one element (two centrings for F), including displaced ones, with (4) violated by at most $3.9\times10^{-14}$ of the rms $|F|$.

### Generating the conditions

A class of reflections such as $hhl$ is written $h=mB$, with $m$ a row of free integers and the rows of $B$ a basis, here $(1,1,0)$ and $(0,0,1)$. An operation fixes the whole class when $BR=B$, and it then requires $m\cdot(Bt)\in\mathbb Z$. For two such operations $B(R_1t_2+t_1)=Bt_2+Bt_1$, so the columns $Bt$ modulo 1 form a finite abelian group. A condition that holds for generators holds for their sums, so the generators suffice. The procedure is to close the generators of $G$ under (3), select for each class the operations with $BR=B$, and reduce the set of $Bt$ to generators. A generator $c$ of order $\nu$ is the condition $m\cdot(\nu c)=\nu n$. By (4), $|F(hR)|=|F(h)|$, so each condition extends to the equivalent classes. The list is complete when the classes contain, up to equivalence, the fixed space of every $R$, since an absent $h$ lies in the fixed space of the operation that extinguishes it.

### The group $P2_1/c$

With unique axis $b$ and origin at the inversion centre, the generators are $(-x,\,y+\frac12,\,-z+\frac12)$ and $(-x,-y,-z)$. Inverting after the first gives $(x,\,-y-\frac12,\,z-\frac12)\equiv(x,\,-y+\frac12,\,z+\frac12)$, and the group closes at order 4. The screw has $t_{\rm int}=(0,\frac12,0)$ and fixes $0k0$; the glide has $t_{\rm int}=(0,0,\frac12)$ and fixes $h0l$. Hence

$$h0l:\ l=2n;\qquad 0k0:\ k=2n,\tag{14}$$

with $00l:\ l=2n$ as the case $h=0$ of the first. The program generates these and "none" for $hkl$, $0kl$, $hk0$, $h00$. Between $-7$ and $7$ there are 15 integers, 8 of them odd, so $15\times8+8=128$ of the 3375 reflections are absent, as the Fourier transform finds.

In (7) the four terms pair into complex conjugates. The identity and the inversion give $2\cos2\pi(hx+ky+lz)$. The glide has phase $hx-ky+lz+\frac{k+l}{2}$ and the screw has minus this plus the integer $k+l$, so they give $2\cos2\pi(hx-ky+lz+\frac{k+l}{2})$. With $\cos\alpha+\cos\beta=2\cos\frac{\alpha+\beta}2\cos\frac{\alpha-\beta}2$,

$$\Gamma=4\cos2\pi\Big(hx+lz+\frac{k+l}4\Big)\cos2\pi\Big(ky-\frac{k+l}4\Big).\tag{15}$$

For $k=0$ and odd $l$ the second factor is the cosine of an odd multiple of $\pi/2$; for $h=l=0$ and odd $k$ the first is. Take the chosen position $(0.10,\,0.20,\,0.35)$. Then $\Gamma(010)=\Gamma(001)=\Gamma(101)=0$, and

$$\Gamma(020)=4\cos2\pi(0.5)\cos2\pi(0.4-0.5)=-4\cos36^\circ=-3.2361,$$
$$\Gamma(002)=4\cos2\pi(0.7+0.5)\cos2\pi(-0.5)=-4\cos72^\circ=-1.2361,$$
$$\Gamma(102)=4\cos2\pi(0.1+0.7+0.5)\cos2\pi(-0.5)=-4\cos108^\circ=1.2361,$$
$$\Gamma(011)=4\cos2\pi(0.35+0.5)\cos2\pi(0.2-0.5)=4\cos54^\circ\cos108^\circ=-0.7265 .$$

A spherical atom at the origin (site $2a$) has only the images $0$ and $(0,\frac12,\frac12)$, with sum $1+(-1)^{k+l}$. It contributes nothing to any reflection with $k+l$ odd, for example 110, although 110 is allowed. Such zeros belong to the site and the spherical shape, and the theorem does not count them.

A reflection is systematically absent exactly when some operation fixes its indices and gives a phase other than 1, and this rule has been turned into conditions for centrings, glide planes and screw axes and applied to $P2_1/c$. It remains to treat $Fd\bar3m$ and a diamond-type model, and to see where the theorem fails, in tensor and multiple scattering.

All numerical values are calculated from the stated model.
